# Talman's minimax principle for the Dirac operator with a Coulomb singularity, part 2

The aim is to prove Talman's minimax principle for the Dirac operator
$$H=\begin{pmatrix}1+V&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-1+V\end{pmatrix}$$
on $\psi=(\varphi,\chi)$, with large and small two-spinors $\varphi,\chi$. Units are $\hbar=m=c=1$; $\mathbf p=-i\nabla$, $r=|\mathbf x|$; inner products are antilinear in the first slot. The real potential $V$ tends to zero at infinity, and with $\gamma=\sqrt{1-\nu^2}$
$$-\frac{\nu}{r}-c_1\le V\le c_2=\operatorname{ess\,sup}V,\qquad 0<\nu<1,\quad c_1\ge0, \tag{1}$$
$$c_1+c_2-1<\gamma. \tag{2}$$

Let $F=C_c^\infty(\mathbb R^3\setminus\{0\};\mathbb C^2)$. $\Lambda(W)$ is the supremum of the Rayleigh quotient of $H$ on $W\oplus F$, $\lambda_k$ its infimum over $k$-dimensional $W\subset F$, and $a=c_2-1$ its supremum over pure small components.

**Theorem.** Under (1) and (2): (i) $\lambda_1\ge\gamma-c_1>a$. (ii) $H$ has a self-adjoint extension $A$, constructed in part 6, all of whose domain has $\int|V||\psi|^2<\infty$. (iii) $\lambda_k\le1$, $\lambda_k\to1$, and the spectrum of $A$ in $(a,1)$ consists exactly of the numbers $\lambda_k<1$, each an eigenvalue whose multiplicity is the number of indices $k$ that give it.

Part (i) is proved. Always take $E>a$. With $s=1-V$, $E+s\ge E-a>0$, and
$$L_E\varphi=\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{E+s},\qquad T_E(\varphi)=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{E+s},\qquad q_E(\varphi)=T_E(\varphi)+\int(1+V-E)|\varphi|^2 .$$
$$\langle\psi,(H-E)\psi\rangle=q_E(\varphi)-\int(E+s)\,|\chi-L_E\varphi|^2. \tag{3}$$
$$q_E(\varphi)-q_{E'}(\varphi)=(E'-E)\big(\|\varphi\|^2+\langle L_E\varphi,L_{E'}\varphi\rangle\big),\qquad \langle L_E\varphi,L_{E'}\varphi\rangle=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{(E+s)(E'+s)}\ge0. \tag{4}$$
$F$ is dense in $Q$, the spinors with $\int(1+|V|)|\chi|^2<\infty$; this weight is comparable with $E+s$.

**Lemma 2.** For $E>a$: $\lambda_k<E$ if and only if $q_E$ is negative definite on some $k$-dimensional $W\subset F$.

With $N(E)$ the largest dimension of such a subspace,
$$N(E)=\#\{k:\lambda_k<E\}. \tag{5}$$
The Hardy–Dirac inequality is
$$\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{1+\gamma+\nu/r}+\int\Big(1-\gamma-\frac{\nu}{r}\Big)|\varphi|^2\ge0,\qquad\varphi\in F,\quad 0<\nu\le1. \tag{7}$$

In channel $\kappa=\pm1,\pm2,\dots$, occurring $2|\kappa|$ times, $\varphi=f\Omega/r$ with spinor harmonic $\Omega$, and $\boldsymbol\sigma\cdot\mathbf p\,\varphi=-i(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega\,u/r$, $u=f'+\kappa f/r$. For $V=-\nu/r$, $\lambda_1=\gamma$.

## 5. The form domain of the large component

At $\nu=1$, (7) reads $\int|\varphi|^2/r\le\int|\boldsymbol\sigma\cdot\nabla\varphi|^2/(1+1/r)+\|\varphi\|^2$. Apply it to $\tilde\varphi(\mathbf y)=\varphi(\mathbf y/\tau)$ and substitute $\mathbf y=\tau\mathbf x$. The left side becomes $\tau^2\int|\varphi|^2/r$; the first term becomes $\tau^{3-2}\int|\boldsymbol\sigma\cdot\nabla\varphi|^2/(1+1/\tau r)=\tau^2\int|\boldsymbol\sigma\cdot\nabla\varphi|^2/(\tau+1/r)$; the last becomes $\tau^3\|\varphi\|^2$. Dividing by $\tau^2$,
$$\int\frac{|\varphi|^2}{r}\le\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{\tau+1/r}+\tau\|\varphi\|^2 .$$
Choose $\tau=(E+1+c_1)/\nu>0$. By (1), $E+s\le\nu(\tau+1/r)$, so $1/(\tau+1/r)\le\nu/(E+s)$, and multiplication by $\nu$ gives
$$\nu\int\frac{|\varphi|^2}{r}\le\nu^2\,T_E(\varphi)+(E+1+c_1)\|\varphi\|^2. \tag{8}$$
The factor $\nu^2<1$ is the reason the theorem reaches every $\nu<1$. With $V\ge-\nu/r-c_1$, (8) yields
$$q_E\ge(1-\nu^2)T_E+\big[1-c_1-E-(E+1+c_1)\big]\|\varphi\|^2=(1-\nu^2)T_E-2(E+c_1)\|\varphi\|^2. \tag{9}$$

Let $G_+$ be the completion of $F$ in the norm $\|\varphi\|_+^2=T_E(\varphi)+\|\varphi\|^2$. It does not depend on $E$, because for $E'>E$ the ratio $(E'+s)/(E+s)=1+(E'-E)/(E+s)$ lies between $1$ and $(E'-a)/(E-a)$. It is a subspace of $L^2$, which requires that a Cauchy sequence with $\varphi_n\to0$ in $L^2$ have $T_E(\varphi_n)\to0$. Let $v$ be the $L^2$ limit of $(E+s)^{-1/2}\boldsymbol\sigma\cdot\mathbf p\,\varphi_n$. For $\theta\in F$,
$$\langle(E+s)^{1/2}\theta,v\rangle=\lim\langle\theta,\boldsymbol\sigma\cdot\mathbf p\,\varphi_n\rangle=\lim\langle\boldsymbol\sigma\cdot\mathbf p\,\theta,\varphi_n\rangle=0,$$
and the functions $(E+s)^{1/2}\theta$ are dense in $L^2$ because $F$ is dense in $Q$. So $v=0$.

By (8) and $|V|\le\nu/r+c_1+c_2$, the form $q_E$ is bounded in the norm $\|\cdot\|_+$ and $G_+\subset Q$. The map $L_E:G_+\to Q$ is bounded, since $\int(E+s)|L_E\varphi|^2=T_E$. Relations (4), (8), (9) extend to $G_+$ by continuity. The number $N(E)$ is the same on $G_+$ as on $F$: a negative definite $k\times k$ matrix $q_E(\varphi_i,\varphi_j)$ stays negative definite when the $\varphi_i$ are replaced by close approximants from $F$, and definiteness forces the approximants to be independent. If in addition $V\le-\nu/r$ near the origin, as for the point nucleus and every example of part 10, then $1/(E+s)\le r/\nu$ there, and functions behaving like $r^t$ with $t>0$ in $f$ and decaying exponentially belong to $G_+$: cutting them off on $[\delta,2\delta]$ changes $u$ by a term of order $r^{t-1}$ on $r<2\delta$, whose contribution to $T_E$ is of order $\int_0^{2\delta}r\,r^{2t-2}dr\propto\delta^{2t}\to0$. For a potential bounded at the origin the weight gives no factor $r$, and the same argument needs $t>1/2$.

Fix $E_0$ with $a<E_0<\lambda_1$ and let $d=\lambda_1-E_0$. Lemma 2 at $E=\lambda_1$ gives $q_{\lambda_1}\ge0$, so (4) gives $q_{E_0}\ge d\|\varphi\|^2$. Then (9) gives $(1-\nu^2)T_{E_0}\le(1+2|E_0+c_1|/d)\,q_{E_0}$. Thus $q_{E_0}$ is a scalar product on $G_+$ equivalent to the original one. This is the step that uses $\lambda_1>a$.

## 6. The self-adjoint operator

On $\mathcal G=G_+\oplus Q$ define
$$h(\psi',\psi)=\langle\varphi',(1+V)\varphi\rangle+\int\chi'^\dagger\boldsymbol\sigma\cdot\mathbf p\,\varphi+\int(\boldsymbol\sigma\cdot\mathbf p\,\varphi')^\dagger\chi-\langle\chi',s\chi\rangle,\qquad b_E=h-E\langle\cdot,\cdot\rangle .$$
The mixed integrals converge, being bounded by $\|(E+s)^{1/2}\chi\|\,T_E(\varphi)^{1/2}$. The algebra leading to (3) holds for two different arguments: with $\xi=\chi-L_E\varphi$ and $\xi'=\chi'-L_E\varphi'$,
$$b_E(\psi',\psi)=q_E(\varphi',\varphi)-\langle\xi',(E+s)\xi\rangle. \tag{10}$$
The change of coordinates $(\varphi,\chi)\mapsto(\varphi,\xi)$ is a bounded bijection of $\mathcal G$ with bounded inverse $\chi=\xi+L_E\varphi$. At $E=E_0$ give $\mathcal G$ the scalar product $(\psi',\psi)_{\mathcal G}=q_{E_0}(\varphi',\varphi)+\langle\xi',(E_0+s)\xi\rangle$; it is complete, and $\|\psi\|\le C\|\psi\|_{\mathcal G}$. Let $J(\varphi,\xi)=(\varphi,-\xi)$. Then $J^2=1$ and $b_{E_0}(\psi',\psi)=(\psi',J\psi)_{\mathcal G}$.

For $f\in L^2(\mathbb R^3;\mathbb C^4)$ the functional $\psi'\mapsto\langle\psi',f\rangle$ is bounded on $\mathcal G$, so by the Riesz theorem it equals $(\psi',y)_{\mathcal G}$ for a unique $y$ with $\|y\|_{\mathcal G}\le C\|f\|$. Set $Rf=Jy$. It is the unique $\psi\in\mathcal G$ with $b_{E_0}(\psi',\psi)=\langle\psi',f\rangle$ for all $\psi'\in\mathcal G$, and $R$ is bounded on $L^2$. It is symmetric:
$$\langle Rf',f\rangle=b_{E_0}(Rf',Rf)=\overline{b_{E_0}(Rf,Rf')}=\overline{\langle Rf,f'\rangle}=\langle f',Rf\rangle .$$
It is injective, because $Rf=0$ makes $f$ orthogonal to the dense set $\mathcal G$. A symmetric injective bounded operator has dense range (a vector orthogonal to the range lies in the kernel), and $R^{-1}$ is self-adjoint: if $\langle R^{-1}y,v\rangle=\langle y,w\rangle$ for all $y=Rf$, then $\langle f,v\rangle=\langle f,Rw\rangle$ for all $f$, so $v=Rw$ lies in the domain and $R^{-1}v=w$. Define $A=E_0+R^{-1}$. Because $b_{E_0}=h-E_0\langle\cdot,\cdot\rangle$,
$$\psi\in D(A),\ A\psi=f\iff\psi\in\mathcal G\ \text{ and }\ h(\psi',\psi)=\langle\psi',f\rangle\ \text{ for all }\psi'\in\mathcal G, \tag{11}$$
which makes no reference to $E_0$. For $\psi\in F\oplus F$ the relation $h(\psi',\psi)=\langle\psi',H\psi\rangle$ holds for $\psi'\in F\oplus F$ and extends by continuity to $\mathcal G$, so $A$ extends $H$. Since $D(A)\subset\mathcal G\subset Q\oplus Q$, the potential energy is finite. This proves (ii).

An eigenvector is read off from (10) and (11): $(A-E)\psi=0$ means $b_E(\psi',\psi)=0$ for all $\psi'$, and since $\varphi'$ and $\xi'$ are independent,
$$(A-E)\psi=0\iff\chi=L_E\varphi\ \text{ and }\ q_E(\varphi',\varphi)=0\ \text{ for all }\varphi'\in G_+ . \tag{12}$$
For radial $V$ put $\chi=-i(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega\,G/r$ (capital $G$ is the small radial function). The first condition is $G=u/(E+1-V)$. The second is $\int[(\bar f_1'+\kappa\bar f_1/r)G+(1+V-E)\bar f_1f]dr=0$ for all test functions $f_1$; one integration by parts gives the second radial equation:
$$f'+\frac\kappa rf=(E+1-V)G,\qquad G'-\frac\kappa rG=-(E-1-V)f. \tag{13}$$
These show what the choice of extension means. For $V=-\nu/r$ and $f,G\sim r^t$, the $1/r$ terms give $(t+\kappa)f=\nu G$ and $(t-\kappa)G=-\nu f$, so $t=\pm\gamma_\kappa$ with $\gamma_\kappa=\sqrt{\kappa^2-\nu^2}$. The solution $r^{-\gamma_\kappa}$ is square integrable at the origin only if $\gamma_\kappa<1/2$, which happens for $|\kappa|=1$ and $\nu>\sqrt3/2=0.866025$. Below that value square integrability alone removes it. Above it a boundary condition is needed, and finite potential energy supplies one, since $\int r^{-2\gamma-1}dr$ diverges at the origin. Stating the principle for $\nu>\sqrt3/2$ without naming the extension leaves the word eigenvalue undefined.

## 7. Counting the eigenvalues

Let $M(E)$ be the bounded self-adjoint operator on the Hilbert space $(G_+,q_{E_0})$ with $q_E(\varphi',\varphi)=q_{E_0}(\varphi',M(E)\varphi)$. From (4) and $\langle L_E\varphi,L_{E'}\varphi\rangle\le T_E/(E'-a)$ follows $|q_E-q_{E'}|\le C|E-E'|\,q_{E_0}$ for $E'$ near $E$, so $M(E)$ is continuous in norm. By (12), $\dim\ker(A-E)=\dim\ker M(E)=:n_0(E)$.

**A localized lower bound.** Fix $E\in(a,1)$. Choose $R$ with $|V|\le(1-E)/2$ for $r\ge R$, and a smooth $\eta$, $0\le\eta\le1$, equal to $1$ for $r\le R$ and $0$ for $r\ge2R$, with $|\nabla\eta|\le2/R$. Let $B$ be the ball of radius $2R$. Split $V=\eta^2V+(1-\eta^2)V\ge-\eta^2(\nu/r+c_1)-(1-E)/2$. Apply (8) to $\eta\varphi$. Since $\boldsymbol\sigma\cdot\nabla(\eta\varphi)=\eta\,\boldsymbol\sigma\cdot\nabla\varphi+(\boldsymbol\sigma\cdot\nabla\eta)\varphi$, $|(\boldsymbol\sigma\cdot\nabla\eta)\varphi|=|\nabla\eta||\varphi|$ and $|X+Y|^2\le(1+\theta)|X|^2+(1+1/\theta)|Y|^2$,
$$T_E(\eta\varphi)\le(1+\theta)T_E(\varphi)+\frac{(1+1/\theta)\,4}{R^2(E-a)}\|1_B\varphi\|^2 .$$
Choose $\theta>0$ with $\nu^2(1+\theta)<1$. Collecting terms,
$$q_E(\varphi)\ge\big[1-\nu^2(1+\theta)\big]T_E(\varphi)+\tfrac12(1-E)\|\varphi\|^2-C\|1_B\varphi\|^2\ \ge\ \epsilon\,q_{E_0}(\varphi)-C\|1_B\varphi\|^2 \tag{14}$$
for some $\epsilon>0$, by the equivalence of norms.

**Compactness.** The map $\varphi\mapsto1_B\varphi$ from $G_+$ to $L^2$ is compact. By density it suffices to take a sequence in $F$ bounded in $G_+$. Near the origin $\int_{r<\delta}|\varphi|^2\le\delta\int|\varphi|^2/r\le C\delta$ by (8). Let $\zeta$ be smooth, equal to $1$ on $\delta\le r\le2R$ and supported in $\delta/2\le r\le3R$. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, $\|\nabla(\zeta\varphi)\|^2=\|\boldsymbol\sigma\cdot\mathbf p(\zeta\varphi)\|^2\le2\|\zeta\,\boldsymbol\sigma\cdot\nabla\varphi\|^2+2\||\nabla\zeta|\varphi\|^2$, and on the support of $\zeta$ the weight obeys $E+s\le E+1+c_1+2\nu/\delta$, so the first term is bounded by a multiple of $T_E$. The sequence $\zeta\varphi_n$ is bounded in $H^1$ with fixed compact support, and Rellich's theorem gives a subsequence converging in $L^2$. Letting $\delta=1/j$ and taking a diagonal subsequence gives convergence in $L^2(B)$.

**The low spectrum of $M(E)$ is finite.** Let $X$ be the spectral subspace of $M(E)$ for $(-\infty,\epsilon/2]$. On $X$, $q_E\le\frac\epsilon2q_{E_0}$, so (14) gives $\frac\epsilon2q_{E_0}(\varphi)\le C\|1_B\varphi\|^2$. An infinite orthonormal sequence in $X$ would tend weakly to zero, hence $\|1_B\varphi_n\|\to0$ by compactness, against this inequality. So $X$ has finite dimension. Let $n_-(E)$ be the number of negative eigenvalues of $M(E)$, let $Y$ be the span of the negative and zero eigenvectors, and $P$ its orthogonal complement in $G_+$. On $P$, $q_E\ge\eta_0\,q_{E_0}$ with $\eta_0>0$, the smaller of $\epsilon/2$ and the lowest positive eigenvalue in $X$.

Three counts follow, each from the fact that a subspace of dimension larger than $n$ meets any subspace of codimension $n$ in a nonzero vector. First, $N(E)=n_-(E)<\infty$: the negative eigenvectors span a negative subspace, and a larger one would meet their complement, where $q_E\ge0$. By (5) only finitely many $\lambda_k$ lie below any $E<1$. Second, for $E'>E$, $q_{E'}\le q_E-(E'-E)\|\varphi\|^2<0$ on $Y\setminus0$, so $N(E')\ge n_-+n_0$. Third, for $E'$ close to $E$ norm continuity gives $q_{E'}\ge\frac12\eta_0q_{E_0}$ on $P$, so $N(E')\le n_-+n_0$. For $E'$ slightly above $E$, (5) gives $N(E')=\#\{k:\lambda_k\le E\}$, since the $\lambda_k$ do not accumulate below $1$. Subtracting $N(E)=n_-$,
$$\#\{k:\lambda_k=E\}=n_0(E)=\dim\ker(A-E),\qquad a<E<1. \tag{15}$$

If $E$ is none of the $\lambda_k$, then $n_0=0$, the point $0$ is not in the spectrum of $M(E)$, and $M(E)^{-1}$ is bounded. In the coordinates $(\varphi,\xi=\chi-L_E\varphi)$ with scalar product $q_{E_0}(\varphi',\varphi)+\langle\xi',(E+s)\xi\rangle$, the form (10) is represented by $\mathrm{diag}(M(E),-1)$, which has a bounded inverse. The Riesz argument of part 6 then solves $b_E(\psi',\psi)=\langle\psi',f\rangle$ uniquely and boundedly, and by (11) $(A-E)\psi=f$. So $E$ is in the resolvent set.

It remains to show $\lambda_k\le1$. Let $E>1$, take a normalized $\varphi\in F$ supported in $1<r<2$, and set $\varphi_\ell(\mathbf x)=\ell^{-3/2}\varphi(\mathbf x/\ell)$. Then $T_E(\varphi_\ell)\le\|\nabla\varphi\|^2/[\ell^2(E-a)]$, and for large $\ell$ one has $1+V-E\le-(E-1)/2$ on the support. So $q_E(\varphi_\ell)<0$ for $\ell\ge\ell_0$. The functions with $\ell=2^j\ell_0$ have disjoint supports, $q_E$ is diagonal on them, and $N(E)=\infty$. Hence $\lambda_k\le1$ for all $k$, and with the first count $\lambda_k\to1$. The theorem is proved.

For $V=-\nu/r$ the same functions at $E=1$ have $q_1\le\|\nabla\varphi\|^2/(2\ell^2)-\nu/(2\ell)<0$ for $\ell>\|\nabla\varphi\|^2/\nu$, so all $\lambda_k$ are below $1$: the Rydberg series is infinite. For radial $V$, $q_E$ splits over the channels and $N(E)$ is the sum of the channel counts, so the principle holds in each $\kappa$ separately. In the full problem every channel level appears $2|\kappa|$ times; for $V=-\nu/r$, $\lambda_1=\lambda_2=\gamma$ is the 1s level.

The theorem is now proved: the $\lambda_k<1$ are exactly the eigenvalues in $(a,1)$, with multiplicity, of the self-adjoint extension $A$ with finite potential energy. What remains is to see how the condition $\lambda_1>a$ can fail, what the principle says about finite basis sets and balance, and how it works out numerically for hydrogen-like cerium.
